Why second-order perturbation theory captures a half-filled Mott insulator

Take one atomic orbital with repulsion U between its two spin states, at half filling. The chemical potential is then U/2, and up to a constant

U n↑n↓ − (U/2)(n↑ + n↓) = U δn↑ δn↓, δn = n − ½.

Exchanging particles and holes for the down spin alone sends δn↓ to −δn↓. This reverses the sign of U and leaves the up-spin Green function G(z) untouched, so G is even in U. Temperature also drops out. In the atom n↓ is conserved, so an up electron feels a constant potential φ = Uδn↓ = ±U/2, and symmetry makes the two signs equally likely at any temperature. With ħ = 1, only U and the frequency z remain, and the self-energy, itself an energy, must have the form

Σ(z) = c₂ U²/z + c₄ U⁴/z³ + c₆ U⁶/z⁵ + …

Symmetry and dimensions go no further. The atom is described correctly by second order if c₂ is reproduced and every later coefficient vanishes.

**Why the series stops**

Here Σ is measured from the Hartree solution, taken without spin polarization. Its level is U⟨n⟩ − μ = U/2 − U/2 = 0, so G0 = 1/z. The restriction to equal spin occupations matters, because a spin-polarized Hartree solution would be a different starting point.

Averaging over the two values of φ gives the exact result:

G = ½[1/(z − U/2) + 1/(z + U/2)] = z/(z² − U²/4).

Dyson's equation, Σ = 1/G0 − 1/G, then gives

Σ = z − (z² − U²/4)/z = U²/(4z).

Thus c₂ = ¼ and the other coefficients are zero. To see the cancellation, expand G in φ. Odd moments vanish, and because φ² = U²/4 for both values,

G = (1/z) Σₖ ⟨φ²ᵏ⟩/z²ᵏ = (1/z) Σₖ (U²/4z²)ᵏ.

This is the geometric series made by repeating one block, U²/(4z), between free propagators 1/z. A higher-order self-energy would have to supply whatever repetition misses, such as ⟨φ⁴⟩ − ⟨φ²⟩². For two opposite, equally likely values nothing is missed.

**The diagram gives the same block**

Iterated perturbation theory (IPT) uses a diagram in imaginary time τ, with G(τ) = −⟨T d(τ)d†(0)⟩ and β = 1/kT. Treat φ(τ) = Uδn↓(τ) as a potential acting on the up electron. Its second-order effect is

δG(τ) = ∫∫ dτ₁dτ₂ G0(τ−τ₁) G0(τ₁−τ₂) G0(τ₂) ⟨Tφ(τ₁)φ(τ₂)⟩₀.

The first-order term vanishes because ⟨δn⟩₀ = 0. Closed up-spin loops either vanish for the same reason or cancel against the partition function. Wick's theorem contracts the two down densities into

⟨Tδn↓(τ)δn↓(0)⟩₀ = −G0(τ)G0(−τ).

Removing the two outer propagators leaves

Σ(τ) = −U² G0(τ)² G0(−τ).

For the atom G0(τ) = −½ and G0(−τ) = +½ when 0 < τ < β, so Σ(τ) = −U²/8. Fermionic frequencies ω obey exp(iωβ) = −1, hence

Σ(iω) = −(U²/8) ∫₀^β exp(iωτ) dτ = −(U²/8)(−2)/(iω) = U²/(4iω).

The diagram therefore equals the exact atomic self-energy for every U and temperature. Its pole at zero frequency is what splits the level: z = U²/(4z) has the roots ±U/2.

**What changes in a solid**

In dynamical mean-field theory a lattice site becomes an impurity in a bath, with G0 = 1/(z − Δ(z)) and Δ = Σₖ Vₖ²/(z − eₖ). IPT evaluates the same diagram with this G0. If the bath is particle-hole symmetric, so that ⟨δn⟩₀ = 0, it is correct to order U² by construction, and it is exact when the bath is removed. In between it is an approximation.

One more property holds for any particle-hole symmetric bath. Write G = 1/z + M₁/z² + M₂/z³ + … at large z. The commutator [d↑,H] = Uδn↓d↑ + ΣVₖbₖ gives M₁ = U⟨δn↓⟩ = 0 and

M₂ = ⟨{[d↑,H],[d↑,H]†}⟩ = U²⟨δn↓²⟩ + ΣVₖ² = U²/4 + ΣVₖ².

The bath accounts for ΣVₖ², so the exact Σ tends to U²/(4z). In the diagram, integration by parts gives the tail −[Σ(0⁺) + Σ(β⁻)]/(iω). Half filling fixes G0 = −½ at both ends, so each bracketed term is −U²/8 and the tail is again U²/(4iω).

**The insulator at low frequency**

A Mott insulator also needs the right low-frequency pole, Σ → ρ/z. Let the bath be gapped and symmetric, at zero temperature. For small z the constant parts of Δ cancel between levels at ±e, leaving

Δ = −κz, κ = Σₖ Vₖ²/eₖ².

G0 therefore has a pole at zero with weight Z0 = 1/(1+κ). At long times the gapped part of G0 dies out and G0(τ) → −Z0/2. Antiperiodicity and particle-hole symmetry give G0(−τ) = −G0(τ), so Σ(τ) = U²G0(τ)³ → −U²Z0³/8. A pole ρ/z corresponds to −ρ/2 in time. Second order thus predicts

ρ = (U²/4)/(1+κ)³ = (U²/4)(1 − 3κ) + O(V⁴).

The exact ρ can be found independently. A gapped, symmetric G with poles εₘ and weights wₘ behaves as −Mz near zero, where M = Σwₘ/εₘ². Dyson's equation gives Σ = (1+κ)z − 1/G = 1/(Mz) + O(z), so ρ = 1/M.

To order V² each pair of bath levels contributes separately. Take a full level L at −e and an empty level H at +e, both coupled by V, and set a = U/2. Let |0⟩ have one up electron on the impurity. To first order the ground state |g⟩ acquires two states, each with amplitude α = −V/(a+e): A, where a down electron has moved from L to the impurity, and B, where the up electron has moved to H. The energy shifts by −2V²/(a+e), and the weight of |0⟩ becomes 1 − 2V²/(a+e)².

Particle-hole symmetry makes removal and addition contribute equally. After averaging over the two ground-state spins,

M = Σσ ⟨g|dσ (H−E0)⁻² dσ†|g⟩,

where H in this formula is the Hamiltonian. Adding a down electron to |0⟩ gives a doubly occupied state D of energy a. Adding it to B gives a state S of energy e; adding it to A gives zero. D couples with strength V to S and to the spin-reversed partner of S. Second-order components of |g⟩ are orthogonal to |0⟩ and do not enter M at order V².

Use (H−E0)⁻² = −d/ds (H−E0+s)⁻¹ at s = 0. The resolvent elements needed are

⟨D|…|D⟩ = 1/(a+s) − 2V²/[(a+e)(a+s)²] + 2V²/[(a+s)²(e+s)],

⟨D|…|S⟩ = −V/[(a+s)(e+s)].

After differentiation and multiplication by a², the contributions to a²M are:

- from D alone: 1 − 4V²/[a(a+e)] + 4V²/(ae) + 2V²/e²
- from the cross term, with factor 2α: 2V²/e²
- from S, and equally from adding an up electron to B: together 2a²V²/[(a+e)²e²]
- from normalization: −2V²/(a+e)²

The second and third terms of the first line combine to 4V²/[e(a+e)]. The last two lines combine to 2V²(a−e)/[e²(a+e)]. Their sum is

V²[4e + 2a − 2e]/[e²(a+e)] = 2V²/e².

Adding the two remaining terms 2V²/e² gives a²M = 1 + 6V²/e². Since κ = 2V²/e² for this pair,

ρ = (U²/4)(1 − 3κ) + O(V⁴),

in agreement with the diagram. Second order is therefore right in the isolated atom and also in the first correction to the pole that sustains the insulator.

**Where the IPT insulator ends**

On a Bethe lattice with many neighbours, each reached by a hopping that scales as t/√(number of neighbours), the bath is Δ = t²G. Without U, the equation t²G² − zG + 1 = 0 gives a band of half-width D = 2t. In the insulator G = −z/ρ, so κ = t²/ρ and the second-order pole weight obeys

(ρ + t²)³ = U²ρ²/4.

The function ρ²/(ρ+t²)³ is largest where 2/ρ = 3/(ρ+t²), at ρ = 2t², and its value there is 4/(27t²). A solution requires this to be at least 4/U², hence

U ≥ √27 t ≈ 2.60 D.

This is a necessary condition for a zero-temperature insulator within IPT, not an exact boundary of the model. At the limit κ = ½, so the expansion in κ no longer controls the error.

The full IPT equations were iterated from an insulating start at kT = 0.005t. For U/t = 6.0 and 5.4 they gave ρ/t² = 5.411 and 3.284, matching the larger roots of the cubic. For U/t = 4.8 the insulating solution was lost.

**Numbers on the scale of MnO**

MnO has a half-filled manganese d shell, which makes it a useful scale and also a severe test of the one-orbital picture. Rough values are U = 7 eV and D = 0.6 eV, so t = 0.3 eV; the temperature is 300 K. The atomic poles lie at ±3.5 eV and U²/4 = 12.25 eV². At the lowest Matsubara energy, 0.08122 eV,

Im Σ = −12.25/0.08122 ≈ −150.8 eV,

both from diagonalizing the atom and from the diagram.

For a bath with levels at ±3.5 eV and V = t/√2, κ = 0.09/12.25 = 0.0073. Diagonalization gives ρ = 11.9842 eV² and second order gives 11.9839 eV², a relative error of 2.2×10⁻⁵. Doubling V raises this error with an effective power of V of 3.9, or 3.7 when the levels are at ±2 eV. An error already present at order V² would give a power near 2. The lattice calculation gives ρ = 11.98 eV², close to U²/4 − 3t² = 12.25 − 0.27 eV². At this D the condition U ≥ √27 t asks for at least 1.56 eV, far below 7 eV.

**Three ways to lose the result**

The first is to put the full G into the diagram instead of G0. If G were gapped, G(τ)³ would decay at long times at zero temperature, and Σ would have no zero-frequency pole. An odd, regular Σ vanishes at z = 0, so in the atom 1/G = z − Σ would vanish there and G would diverge, contradicting the gap. A gapped symmetric bath only subtracts Δ, which is also odd and vanishes there, so the contradiction remains. For the atom at 300 K, this replacement gives Im G = −1.68 eV⁻¹ at the lowest frequency, against the exact −0.0066 eV⁻¹.

The second is to leave the symmetric point. For a Hartree level at energy h with occupation n per spin, G0(τ) = −(1−n)exp(−hτ) and G0(−τ) = n exp(hτ). The diagram becomes U²n(1−n)G0(τ), with poles of G at

z = h ± U√[n(1−n)].

Raise the chemical potential by 1 eV. The exact occupation stays at 0.500 because the shift lies inside the gap, and the poles move rigidly to −4.50 and 2.50 eV. The self-consistent Hartree occupation instead moves to 0.641, which holds h near zero, and second order puts the poles at −3.37 and 3.34 eV. The gap is still roughly right, but its edges are misplaced by about 1 eV.

The third is orbital degeneracy. In a five-orbital shell an electron feels φ = Σ_b U_ab δn_b from nine other spin-orbitals. Second order treats their fluctuations as independent, so ⟨φ²⟩ = Σ_b U_ab²/4 and the predicted gap is √(Σ_b U_ab²). With all repulsions equal this is 3U = 21 eV. The exact energy is (U/2)(N−5)² plus a constant, and its gap is U = 7 eV. The real shell suppresses fluctuations of its total charge, which independent fluctuations miss.

Now add a rough Hund coupling J = 0.9 eV, keeping density-density terms only. The repulsion is U within one orbital, U−2J between opposite spins in different orbitals, and U−3J between equal spins. In the high-spin ground state the exact gap is

U + 4(U−2J) − 4(U−3J) = U + 4J = 10.6 eV,

while second order gives 15.2 eV. The one-orbital success cannot be carried over to the manganese shell.

**Beside the real oxide**

Oxygen sets a further limit in MnO. With a rough charge-transfer energy of 7 eV and an oxygen 2p half-width of 2.5 eV, the gap for moving an electron from oxygen to manganese is about 7 − 2.5 − 0.6 = 3.9 eV. This is well below the 10.6 eV of the isolated shell. It is also near the measured gap of roughly 4 eV, though with inputs this rough the closeness is not a test. The one-orbital model has its poles 7 eV apart in the atom, and in the lattice the width of the bands reduces the gap to roughly U − 2D = 5.8 eV. Neither value is a prediction for MnO.

Heat and magnetic order matter less for the model at 300 K. The factor exp(−U/2kT) of the atom is about 10⁻⁵⁹; with the lattice gap of 5.8 eV in place of U it is about 10⁻⁴⁹. Diagonalizing two sites, with six neighbours assumed, gives an exchange J_ex = 8.56 meV per bond. In mean field a spin ½ obeys m = ½ tanh(6J_ex m/2kT), which orders below kT = 6J_ex/4, or 149 K. The unpolarized state is thus consistent at 300 K within this estimate.

A correlated-oxide switch makes harder demands. If it works by adding carriers, it leaves the half-filled point. In the 1 eV example the poles were already misplaced by about 1 eV before the exact occupation had changed at all. If it works by crossing between insulator and metal at fixed filling, it operates near the boundary. There the cubic gives κ from ½ at the lower limit to about 0.14 at U = 6.5t, so the first correction 3κ is 0.4 or more and neither solvable limit guarantees the answer. In real switching oxides lattice distortions and several orbitals also take part, and the one-orbital model contains neither.

Calculated quantities

```
Input U, rough: 7.0 eV
Input half-width D, rough: 0.60 eV; t = D/2: 0.30 eV
Temperature: 300 K; kT: 0.02585 eV
Lowest Matsubara energy: 0.08122 eV
Atomic poles: -3.500, 3.500 eV
Exact atom Im G at lowest frequency: -0.006626 1/eV
Exact atom Im Sigma there: -150.8315 eV
Second-order Im Sigma there: -150.8315 eV
Largest relative atom mismatch, all tests: 2.6e-09
Weak-U diagram test with bath, relative error: 8.5e-07
Atomic pole weight U^2/4: 12.2500 eV^2
Tail weight with gapped bath at 300 eV: 12.2500 eV^2
Gapped bath, exact rho: 11.984183 eV^2
Gapped bath, second-order rho: 11.983919 eV^2
Relative error of that rho: 2.20e-05
Power of V in rho error, e = U/2: 3.90
Power of V in rho error, e = 2 eV: 3.74
Largest relative Sigma error, gapped bath: 2.19e-05
Lattice IPT rho from loop: 11.97797 eV^2
Lattice IPT rho from cubic: 11.97797 eV^2
Lattice Im G at lowest frequency: -0.006777 1/eV
Smallest U for IPT insulator: 1.5588 eV = 2.5981 D
Boundary tests: temperature 0.005 t, insulating start
  U/t = 6.0: loop estimate of rho/t^2 = 5.41147
  U/t = 5.4: loop estimate of rho/t^2 = 3.28364
  U/t = 4.8: loop estimate of rho/t^2 = 0.00001
  U/t = 6.0: cubic rho/t^2 = 5.41147
  U/t = 5.4: cubic rho/t^2 = 3.28363
Atom with full G in diagram, Im G: -1.6781 1/eV
Chemical potential shift: 1.0 eV
Occupation per spin, exact: 0.5000; Hartree: 0.6407
Shifted exact poles: -4.500, 2.500 eV
Shifted second-order poles: -3.373, 3.344 eV
Input Hund J, rough: 0.9 eV
Five-orbital gap, J = 0, exact: 7.000 eV
Five-orbital gap, J = 0, second order: 21.000 eV
Five-orbital gap with J, exact: 10.600 eV
Five-orbital gap with J, second order: 15.203 eV
Input charge-transfer energy, rough: 7.0 eV
Input oxygen 2p half-width, rough: 2.5 eV
Charge-transfer gap estimate: 3.9 eV
Exchange per bond, 6 neighbours: 8.561 meV
Mean-field Neel temperature of model: 149 K
log10 of thermal factor exp(-U/2kT): -58.8
```
